\section*{Jackson-damped Chebyshev spectra of the squared Casida operator and their resolution}

\section{The choice of order and window}

An absorption spectrum over a wide range may cover thousands of excitations, too many to converge one by one, and a polynomial expansion yields it from matrix-vector products alone. Two choices precede the run: the number $N$ of Chebyshev moments, which fixes the cost, and the window $[\lambda_-,\lambda_+]$ in $\omega^2$ onto which the polynomials are mapped. The window must enclose the spectrum; within that constraint both choices are guided by the line width as a function of $\omega$. Since $d\lambda=2\omega\,d\omega$, a width uniform in $\lambda=\omega^2$ would grow as $1/\omega$ at low energy, where optical lines lie. The Chebyshev width is not uniform in $\lambda$, and such growth appears when the lower edge is placed below zero but not when it is placed at or above zero. Hartree atomic units are used.

\section{The operator and the strength function}

The spin orbitals are real, the kernel is adiabatic and holds no exact exchange, and the ground state is stable. For spin-conserving occupied-virtual pairs $ia$, $jb$ the Casida matrices are $A=\Delta+K$ and $B=K$, with $\Delta=\mathrm{diag}(\varepsilon_a-\varepsilon_i)>0$ and $K_{ia,jb}=(ia|jb)+(ia|f_{xc}^{\sigma\tau}|jb)$. Adding and subtracting $AX+BY=\omega X$ and $BX+AY=-\omega Y$ gives
\begin{equation}
(\Delta+2K)(X+Y)=\omega(X-Y),\qquad \Delta(X-Y)=\omega(X+Y).
\end{equation}
Multiplying the first by $\Delta$ and using the second yields $\Delta(\Delta+2K)(X+Y)=\omega^2(X+Y)$. Put $X+Y=c\,\Delta^{1/2}F$ with $F\cdot F=1$ and multiply by $\Delta^{-1/2}$:
\begin{equation}
\Omega F_n=\omega_n^2F_n,\qquad \Omega=\Delta^2+2\Delta^{1/2}K\Delta^{1/2}.
\end{equation}
$\Omega$ is symmetric, and stability means that it is positive definite. The norm $(X+Y)\cdot(X-Y)=1$, with $X-Y=\omega\Delta^{-1}(X+Y)$, gives $\omega c^2=1$. With $d_k$ the vector of dipole elements $\langle i|r_k|a\rangle$ and $v_k=\Delta^{1/2}d_k$, the transition dipole is $d_k\cdot(X+Y)=v_k\cdot F_n/\sqrt{\omega_n}$, so the isotropic oscillator strength, $\tfrac23\omega_n$ times its square summed over $k$, and the strength function are
\begin{equation}
f_n=\tfrac23\sum_{k}(v_k\cdot F_n)^2,\qquad S(\omega)=\sum_nf_n\,\delta(\omega-\omega_n).
\end{equation}
The polarizability is $\sum_nf_n/(\omega_n^2-(\omega+i0)^2)$, whose imaginary part for $\omega>0$ is $\pi S/(2\omega)$; the cross section, $4\pi\omega/c_0$ times this, is $2\pi^2S/c_0$ with $c_0$ the speed of light. With exact exchange $A-B$ is not diagonal and this explicit symmetric form is lost.

\section{The expansion and its cost}

Let $a=(\lambda_+-\lambda_-)/2$, $b=(\lambda_++\lambda_-)/2$, $H=(\Omega-b)/a$, and let the window enclose the whole spectrum. Define $\theta\in[0,\pi]$ by $\omega^2=b+a\cos\theta$, and $x_n=\cos\theta_n$ for the eigenvalues of $H$. Differentiating, $2\omega\,d\omega=-a\sin\theta\,d\theta$, and $a^2\sin^2\theta=a^2-(\omega^2-b)^2$ factorises, so
\begin{equation}
h(\omega)\equiv\Big|\frac{d\omega}{d\theta}\Big|=\frac{\sqrt{(\omega^2-\lambda_-)(\lambda_+-\omega^2)}}{2\omega}.
\label{eq:h}
\end{equation}
Then $\delta(\omega-\omega_n)=\delta(\theta-\theta_n)/h$. The cosine series on $[0,\pi]$ is $\delta(\theta-\theta_n)=\pi^{-1}[1+2\sum_{m\ge1}\cos m\theta\cos m\theta_n]$, and $\cos m\theta_n=T_m(x_n)$. Keeping $m<N$ with damping factors $g_m$,
\begin{align}
S_N(\omega)&=\frac{1}{\pi h}\Big[g_0\mu_0+2\sum_{m=1}^{N-1}g_m\mu_m\cos m\theta\Big],\label{eq:SN}\\
\mu_m&=\sum_nf_nT_m(x_n)=\tfrac23\sum_kv_k^TT_m(H)v_k .
\end{align}
The vectors $t_m=T_m(H)v_k$ obey $t_0=v_k$, $t_1=Hv_k$, $t_{m+1}=2Ht_m-t_{m-1}$. The identity $2\cos j\theta\cos l\theta=\cos(j+l)\theta+\cos(j-l)\theta$ and the symmetry of $H$ give, with the sum over $k$ and the factor $\tfrac23$ understood in the dot products,
\begin{equation}
\mu_{2j}=2\,t_j\cdot t_j-\mu_0,\qquad \mu_{2j+1}=2\,t_{j+1}\cdot t_j-\mu_1 ,
\end{equation}
so $N$ moments cost $N/2$ products per direction, each with one action of $K$.

The same identity splits every line. With the even, $2\pi$-periodic kernel $J(\phi)=(2\pi)^{-1}[g_0+2\sum_mg_m\cos m\phi]$,
\begin{equation}
S_N(\omega)=\frac1{h(\omega)}\sum_nf_n\,[J(\theta-\theta_n)+J(\theta+\theta_n)].
\label{eq:lines}
\end{equation}
Every line has one shape in $\theta$, plus a mirror image at $-\theta_n$, equivalently $2\pi-\theta_n$. Away from the edges the energy dependence of the resolution sits in $h$. Since $d\omega=h\,d\theta$ and the cosines integrate to zero on $[0,\pi]$, $\int S_N\,d\omega=g_0\mu_0=\sum_nf_n$ when $g_0=1$ and $\lambda_-\ge0$. For $\lambda_-<0$ part of the $\theta$ range has $\omega^2<0$, and the weight falling there is missing from the real axis.

\section{The Jackson kernel}

With $g_m=1$ the kernel is $\sin[(N-\tfrac12)\phi]/(2\pi\sin\tfrac\phi2)$, which changes sign and produces negative absorption. A kernel that is a modulus squared cannot:
\begin{equation}
J=\frac1{2\pi}\Big|\sum_{\nu=0}^{N-1}a_\nu e^{i\nu\phi}\Big|^2,\qquad g_m=\sum_\nu a_\nu a_{\nu+m},
\end{equation}
with real $a_\nu$, the second relation following from collecting terms of equal index difference. Averages over $J$ satisfy $\langle\cos m\phi\rangle=g_m$. A periodic measure of width is $\langle4\sin^2\tfrac\phi2\rangle=\langle2-2\cos\phi\rangle=2(1-g_1)$, so the narrowest member maximises $g_1=\sum a_\nu a_{\nu+1}$ at fixed $g_0=\sum a_\nu^2=1$. A multiplier $\gamma$ gives $a_{\nu-1}+a_{\nu+1}=2\gamma a_\nu$ with $a_{-1}=a_N=0$; multiplying by $a_\nu$ and summing shows $g_1=\gamma$. With $M=N+1$ and $\alpha=\pi/M$ the solutions are $\sin[(\nu+1)j\alpha]$, $\gamma=\cos j\alpha$, and $j=1$ is the maximum: $a_\nu=\sqrt{2/M}\sin[(\nu+1)\alpha]$.

For $g_m$, use $2\sin l\alpha\,\sin(l+m)\alpha=\cos m\alpha-\cos(2l+m)\alpha$ for $l=1,\dots,L$ with $L=M-1-m$. Because $2\sin\alpha\cos(2l+m)\alpha=\sin(2l+m+1)\alpha-\sin(2l+m-1)\alpha$, the second sum telescopes to $[\sin(2M-m-1)\alpha-\sin(m+1)\alpha]/(2\sin\alpha)=-\sin(m+1)\alpha/\sin\alpha$, using $2M\alpha=2\pi$. Expanding $\sin(m+1)\alpha/\sin\alpha=\sin m\alpha\cot\alpha+\cos m\alpha$,
\begin{equation}
g_m=\frac{(M-m)\cos m\alpha+\sin m\alpha\cot\alpha}{M},
\end{equation}
with $g_0=1$, which confirms the normalisation, and $g_1=\cos\alpha$.

For the closed form let $z=e^{i\phi}$, $s_l=\sin l\alpha$, and multiply $\sum_{l=1}^Ns_lz^l$ by $1-2z\cos\alpha+z^2=2z(\cos\phi-\cos\alpha)$. The coefficient of $z^l$ is $s_l-2\cos\alpha\,s_{l-1}+s_{l-2}$, which vanishes for $2\le l\le M$ because $s_0=s_M=0$. What survives is $s_1z+s_{M-1}z^{M+1}=z\sin\alpha\,(1+z^M)$. With $|1+z^M|^2=4\cos^2(M\phi/2)$,
\begin{equation}
J(\phi)=\frac{\sin^2\alpha\,\cos^2(M\phi/2)}{\pi M(\cos\phi-\cos\alpha)^2}.
\label{eq:J}
\end{equation}
At fixed $u=M\phi$, $\cos\phi-\cos\alpha=(\pi^2-u^2)/(2M^2)$ and $\sin\alpha=\pi/M$, each up to a relative $O(M^{-2})$, so
\begin{equation}
J\to\frac{4M}{\pi^3}\,s(u)^2,\qquad s(u)=\frac{\cos(u/2)}{1-u^2/\pi^2}.
\end{equation}
The zero of the cosine at $u=\pi$ is cancelled by the denominator, so the first zero lies at $3\pi$, and the envelope falls as $(\pi/u)^4$. The angular width is $\sqrt{2(1-\cos\alpha)}\simeq\alpha$, that is $\pi$ in $u$. Solving $s^2=\tfrac12$ numerically gives $u_{1/2}=3.73524$, so the full width at half maximum is $2u_{1/2}/\pi=2.3779$ angular widths, against $2.3548$ for a Gaussian. The first side lobe reaches $0.00501$ of the peak: a feature of half a percent of a strong line, between three and five widths from it, may belong to the kernel. Two equal lines at $\pm u_S$ have curvature $2(s^2)''(u_S)$ at their midpoint, and a dip first forms where $s'^2+ss''=0$; this Sparrow separation is $2.1527$ widths.

\section{Resolution in $\omega$}

When $M\theta_n\gg3\pi$ and $M(\pi-\theta_n)\gg3\pi$, and, for $\lambda_-<0$, also $\pi h/M\ll\omega_n$, the mirror line is negligible and $h$ is nearly constant across the main lobe, so
\begin{equation}
\sigma_\omega=\frac{\pi h}{M},\qquad W=\frac{2u_{1/2}h}{M},\qquad S_{\rm peak}=\frac{4Mf_n}{\pi^3h},
\label{eq:res}
\end{equation}
with $W$ the full width at half maximum and $h=h(\omega_n)$.

The relative error of $W$ is $O(M^{-2})$. The factor $1/h$ tilts the profile to $s^2(u)[1+\kappa u/M+O(M^{-2})]$. The maximum moves by $O(M^{-1})$ in $u$, so the peak value changes at second order. A half point moves by $\delta u$ with $(s^2)'\,\delta u+\tfrac12\kappa u/M=0$; at $\pm u_{1/2}$ both $(s^2)'$ and $u$ reverse sign, so the two points move together and their distance is unchanged at first order. Mapping back, $\omega(\theta-\delta)-\omega(\theta+\delta)=2h\delta+O(\delta^3)$ with $\delta=u_{1/2}/M$, and the common shift, $O(M^{-2})$ in $\theta$, alters $h$ at that order. The mirror adds a relative $O(M^{-4})$ at fixed $\theta_n$. The coefficients contain derivatives of $\ln h$ with respect to $\theta$, which diverge at the upper edge, at the lower edge when $\lambda_->0$, and at $\omega=0$ when $\lambda_-<0$. For $\lambda_-=0$, $h=\tfrac12\omega_+\sin\tfrac\theta2$ and they stay finite at the lower edge, where the mirror line sets the limit.

Expanding the product in \eqref{eq:h},
\begin{equation}
4h^2=\lambda_++\lambda_--\omega^2-\frac{\lambda_-\lambda_+}{\omega^2},
\label{eq:h2}
\end{equation}
and the sign of $\lambda_-$ separates three cases.

For $\lambda_-=\omega_-^2>0$ and $\lambda_+=\omega_+^2$, the last two terms exchange under $\omega\to\omega_-\omega_+/\omega$, so energies related by this map have equal widths. The derivative with respect to $\omega^2$ vanishes at $\omega^4=\lambda_-\lambda_+$, where $4h^2=(\omega_+-\omega_-)^2$. The resolution is worst at $\sqrt{\omega_-\omega_+}$, with $W=u_{1/2}(\omega_+-\omega_-)/M$, and improves toward both edges.

For $\lambda_-=0$, $\omega^2=\tfrac12\omega_+^2(1+\cos\theta)$ gives $\omega=\omega_+\cos\tfrac\theta2$ and $h=\tfrac12\sqrt{\omega_+^2-\omega^2}$. The factor $\sqrt{\omega^2-\lambda_-}$ cancels the $1/\omega$, and the width is flat for $\omega\ll\omega_+$. With $y=\omega/\omega_+$, $T_m(2y^2-1)=\cos m\theta=T_{2m}(y)$: the expansion is one of twice the degree in $\omega$ on $[-\omega_+,\omega_+]$, and the mirror line is the antiresonance at $-\omega_n$. The edge condition reads $2M\arcsin(\omega_n/\omega_+)\gg3\pi$.

For $\lambda_-=-p<0$, the width relative to the second case is $\sqrt{1+p/\omega^2}$ at fixed $\lambda_+$, which grows as $1/\omega$ for $\omega^2\ll p$, as long as $\sigma_\omega\ll\omega$. A symmetric safety margin, $a=(\lambda_{\max}-\lambda_{\min})/(2-\epsilon)$, moves each edge outward by about $\epsilon/4$ of the spectral range. That range is set by $\omega_+^2$, so a margin harmless at the top can exceed $\omega^2$ of the optical lines.

A model window from $0.5$ to $5$ Ha tests the first case, with widths measured by root finding on the summed series of a single line. At $\omega=1$ Ha, $4h^2=25.25-1-6.25=18$, $h=2.1213$ and $W=2\times3.73524\times2.1213/401=0.039519$ Ha for $N=400$; the partner $2.5/1=2.5$ Ha has the same value. The measured width differs from the formula, relative to the formula, by $2.86\times10^{-4}$ at $N=200$ and $7.16\times10^{-5}$ at $N=400$, a ratio of $3.99$ against $(401/201)^2=3.98$. The errors at $2.5$ and $4.5$ Ha are smaller and fall by a similar factor. At $N=1000$ a scan finds the widest line at $1.58$ Ha, against $\sqrt{2.5}=1.5811$ Ha, with $W=3.73524\times4.5/1001=0.016792$ Ha both measured and predicted. There, two equal lines give one maximum at $0.9$ of the Sparrow separation and two at $1.1$.

\section{The variance in $\omega^2$ near an edge}

The moments of a line in $x=\cos\theta$ are known in closed form. For an even periodic function, integrating the two terms of \eqref{eq:lines} over $[0,\pi]$ equals averaging over $J$ at $\theta_n+\phi$ on the full circle. Write $x=x_n\cos\phi-\sin\theta_n\sin\phi$. Terms odd in $\phi$ average to zero, so $\langle x\rangle=x_n\cos\alpha$, a shift of the centroid in $\lambda$ by $-(1-\cos\alpha)(\lambda_n-b)$, of order $M^{-2}$. From $Mg_2=(M-2)\cos2\alpha+2\cos^2\alpha=N\cos2\alpha+1$ follows $1-g_2=2N\sin^2\alpha/M$. Hence
\begin{align}
\langle\sin^2\phi\rangle&=\tfrac12(1-g_2)=N\sin^2\alpha/M,\\
\mathrm{var}(\cos\phi)&=1-N\sin^2\alpha/M-\cos^2\alpha=\sin^2\alpha/M,\\
\sigma_x^2&=\frac{\sin^2\alpha}{M}\,\big[N(1-x_n^2)+x_n^2\big].\label{eq:var}
\end{align}
The first term, multiplied by $a^2/(4\omega^2)$, is $(\alpha h)^2$ to leading order. The second comes from the far tail. For $|\phi|\gg\alpha$, \eqref{eq:J} gives $(1-\cos\phi)^2J\simeq\sin^2\alpha\cos^2(M\phi/2)/(\pi M)$, on average a constant $\sin^2\alpha/(2\pi M)$, whose integral over the circle is the whole $\sin^2\alpha/M$; the main lobe contributes $O(M^{-4})$. Converting $\sigma_\lambda=a\sigma_x$ by $1/(2\omega_n)$ therefore overstates the visible width by the factor $[1+x_n^2/(N(1-x_n^2))]^{1/2}$. This departs from one when $N\sin^2\theta_n$ is not large, which happens well before $N\sin\theta_n$, the quantity that controls \eqref{eq:res}, becomes small.

The rms width in $\omega$ itself differs from $\alpha h$ at relative order $M^{-1}$. For $\lambda_-=0$ and $\omega_n\ll\omega_+$, the tail beyond $U=M(\pi-\theta_n)$ is folded back at $\omega=0$, so a squared distance $u^2$ becomes $(u-2U)^2$, smaller by $4U(u-U)$. The averaged tail density in $u$ is $(4/\pi^3)\cdot\tfrac12(\pi/u)^4=2\pi/u^4$, so the variance loses $8\pi U[1/(2U^2)-1/(3U^2)]=4\pi/(3U)$ out of $\pi^2$, and the rms width falls by the fraction $2/(3\pi U)$ at leading order.

\section{Window bounds and roundoff}

An error $e$ injected into an eigencomponent at one step obeys the same recursion, $e_{l+1}=2xe_l-e_{l-1}$ with $e_0=0$, $e_1=e$. Inside the window $e_l=e\sin l\theta/\sin\theta$, bounded by $l|e|$, so after $m$ steps the accumulated error is bounded by about $m^2/2$ times the error per step. Outside, $\theta$ is complex and $|e_l|=|e|\sinh l\eta/\sinh\eta$ with $\eta=\mathrm{arccosh}|x|$. A dark state, with $v_k\cdot F_n=0$, contributes nothing in exact arithmetic, yet roundoff seeds it. In a model matrix with one eigenvalue at $x=-1.001$ and a starting vector orthogonal to it, the logarithm of the vector norm is measured to grow by $0.04472$ per step, equal to $\mathrm{arccosh}\,1.001$; since $|e_l|\simeq|e|\,e^{l\eta}/(2\sinh\eta)$, a single seed of $10^{-16}$ reaches order one in about $\ln(2\sinh\eta\times10^{16})/\eta\approx770$ steps. The lower edge must lie below the lowest state, bright or dark.

Stability makes $\lambda_-=0$ a rigorous lower edge that needs no margin. The upper edge comes from a short Lanczos run with a random start. The largest Ritz value is a Rayleigh quotient and cannot exceed $\lambda_{\max}$, and its residual bounds the distance to some eigenvalue, not necessarily the largest, so a margin is added. A margin of $1\%$ in $\lambda_+$ raises $h\simeq\omega_+/2$ at low energy by $0.5\%$.

\section{Worked example: the manganese atom}

The atom is taken in the high-spin $3d^54s^2$ configuration with the spin-unrestricted adiabatic LSDA (Slater exchange, VWN5 correlation) in the def2-SVP basis of 31 functions. The reference is diagonalisation of the same $\Omega$; it leaves out relativity, spin-orbit coupling, spin flips, double excitations, a true continuum and basis convergence. The matrix is small enough to diagonalise, which is what allows the comparison. The computed values are taken from the numerical output below or follow from it by the arithmetic shown, except where another basis is named.

The prefactors are tested with all 450 pairs: $\sum f_n/\omega_n^2=36.453$ bohr$^3$, against $36.451$ bohr$^3$ from the dipole induced by a field of $0.001$ a.u. The agreement tests the prefactors, not the value, which is far from basis convergence: with the two diffuse $p$ functions named below it rises to $69.2$ bohr$^3$, and def2-TZVP and def2-QZVP with the same additions give $66.7$ and $68.1$ bohr$^3$. Freezing $1s2s2p$ leaves 265 pairs and lowers the top excitation from $236.993$ to $6.3428$ Ha. Sixty Lanczos steps give $40.2308$ Ha$^2$, so $\lambda_+=1.01\times40.2308=40.6331$ Ha$^2$ and $\omega_+=6.3744$ Ha; diagonalisation confirms the enclosure. The lowest state lies at $0.02046$ Ha and has $f<0.01$ (in def2-TZVP it falls to $0.0023$ Ha, close to the stability limit). Raising the lower edge to it would narrow a line at $0.23$ Ha by the factor $\sqrt{1-(0.02046/0.23)^2}=0.996$, so $\lambda_-=0$ is kept.

With $N=2000$, or 1000 products per direction, $\alpha=1.570011\times10^{-3}$. The moments agree with $\sum f_nT_m(x_n)$ to $7.9\times10^{-12}$, against $\mu_0=12.28078$, and the series \eqref{eq:SN} is tested against the sum of closed-form lines. The integral of $S_N$ is $12.280785$, equal to $\sum f_n$. In a complete basis this sum would exceed the 15 active electrons, since their downward transitions to the core, which enter the one-electron sum rule with negative sign, are blocked; a value below 15 therefore shows that the basis is incomplete.

The lowest level with $f>0.01$ is at $0.22999$ Ha ($6.258$ eV), $f=1.3431$, with weights $0.52$ and $0.35$ on $4s\to4p$ of the two spins. The observed lines of this kind lie near 3.1 and 4.4 eV, so the position is not a prediction. The small basis, poor in diffuse $p$ functions, is the main cause: with two $p$ functions of exponents $0.04$ and $0.015$ added, the same calculation puts the two lowest bright levels at $2.86$ and $4.40$ eV; def2-TZVP and def2-QZVP with the same additions give $2.95$ and $4.50$ eV, and $2.93$ and $4.46$ eV. In plain def2-SVP the lower partner lies at $4.01$ eV with $f=0.006$, below the threshold, so the level at $6.258$ eV is the upper of the two. The width scales with $\omega_+$, which the basis sets, but hardly depends on the position of the line, because $\omega_n^2\ll\lambda_+$:
\begin{align}
h&=\tfrac12\sqrt{40.6331-0.0529}=3.1851\ \text{Ha},\\
\sigma_\omega&=1.570011\times10^{-3}\times3.1851=0.005001\ \text{Ha},\\
W&=2\times3.73524\times3.1851/2001=0.011891\ \text{Ha}=0.324\ \text{eV}.
\end{align}
The width measured on the summed series of a single line placed at this energy, as for all widths below, is $0.011891$ Ha, and the edge condition holds with $M(\pi-\theta_n)=144.4$. The peak is $4\times2001\times1.3431/(\pi^3\times3.1851)=108.9$ Ha$^{-1}$, a cross section of $15.68$ bohr$^2$; this height scales with $M$, and the area is the physical quantity. The $3p\to3d$ line of the minority spin, at $1.85228$ Ha ($50.40$ eV) with $f=1.1775$, has $h=3.0497$ Ha and $W=0.011386$ Ha, predicted and measured; its position and strength are not converged, def2-TZVP giving $49.83$ eV and $f=0.76$. Over a factor of eight in energy the width changes by $4\%$, where a $1/\omega$ law would give that factor of eight.

The next bright level, mainly $3d\to4p$, lies at $0.30193$ Ha with isolated peak $72.519$ Ha$^{-1}$, at a distance $0.07194/0.005001=14.4$ widths. Its envelope there is $72.5/14.4^4\approx0.0017$ Ha$^{-1}$; the oscillating tail lies below this, and it is of the same order as the difference between the rounded values for the full spectrum, $108.858$, and the isolated line, $108.856$. Were the two lines equal, the Sparrow limit would need $M=2.1527\pi\times3.185/0.07194\approx300$; at that order $M(\pi-\theta_n)\approx22$ is little more than twice $3\pi$, so the estimate is near the edge of its regime.

For the lowest line $x_n=-0.997396$, $1-x_n^2=0.005201$, and the overstatement factor is $[1+0.9948/(2000\times0.005201)]^{1/2}=1.047$. Indeed $\sigma_\lambda=0.002407$ Ha$^2$ gives $\sigma_\lambda/2\omega_n=0.005233$ Ha. The rms width in $\omega$ by quadrature is $0.004993$ Ha, about $0.15\%$ below $\alpha h=1.570011\times10^{-3}\times3.1851=0.0050006$ Ha, and the folding estimate is $2/(3\pi\times144.4)=0.15\%$.

Padding the lower edge by $p=0.0025\lambda_+=0.1016$ Ha$^2$, about the size produced by $\epsilon=0.01$, gives $\sqrt{1+0.1016/0.0529}=1.709$. The measured width rises to $0.020300$ Ha, a factor $1.707$, and lies $0.1\%$ below the formula value $0.020321$ Ha. Recovering the lost resolution would take about $70\%$ more products. For a line at $2.86$ eV, where the basis with diffuse $p$ functions puts the lowest bright level, the formula factor for the same padding is $3.2$.

Inverting \eqref{eq:res}, $M=2u_{1/2}h/W$. A width of $0.1$ eV, or $0.003675$ Ha, at the lowest line needs $M=2\times3.73524\times3.1851/0.003675\approx6475$, so $N=6474$, and the width measured at that order matches the target within the tested $10^{-3}$. With all electrons active the rule gives $N=242083$, larger by a factor of $37.4$, the ratio $236.993/6.3428$ of the top excitations. Unfreezing the core moves the line from $0.22999$ to $0.22997$ Ha, less than $1\%$ of the target width, so the frozen core removes that factor without visibly moving this line; its effect on the strengths and on the other lines was not compared. Both $N$ and the factor belong to the basis. def2-TZVP gives nearly the same values, but in def2-QZVP with the two diffuse $p$ functions the top frozen-core excitation is $689$ Ha, set by high virtual orbitals; the rule then gives $N\approx7\times10^5$ and freezing the core gains only a factor of about $1.3$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
u_half = 3.73524 ; FWHM/sigma = 2.3779 ; Gaussian 2.3548
Sparrow separation/sigma = 2.1527 ; first side lobe/peak = 0.00501
model window: w- = 0.5 Ha, w+ = 5.0 Ha
 w=1.0 Ha: FWHM(N=400)=0.039519 Ha, rel.err N=200,400: 2.86e-04,7.16e-05
 w=2.5 Ha: FWHM(N=400)=0.039519 Ha, rel.err N=200,400: 5.31e-05,1.34e-05
 w=4.5 Ha: FWHM(N=400)=0.020175 Ha, rel.err N=200,400: -9.60e-05,-2.41e-05
 N=1000 widest at 1.58 Ha (sqrt(w- w+) = 1.5811 Ha)
 widest FWHM measured 0.016792 Ha, formula 0.016792 Ha
dark state at x=-1.001: growth/step 0.04472, arccosh 0.04472
Mn LSDA/def2-SVP: E = -1148.43670 Ha, 31 AOs, smallest D = 0.02392 Ha
 alpha(0): sum f/w^2 = 36.453, field 0.001 a.u. gives 36.451 bohr^3
 pairs: all 450, 1s2s2p frozen 265
 w_max: all 236.993 Ha, frozen 6.3428 Ha ; w_min 0.02046 Ha
 Lanczos 60 steps: Ritz 40.2308 Ha^2, residual 1.1e-08 Ha^2
 window lo = 0.0 Ha^2, hi = 40.6331 Ha^2, w+ = 6.3744 Ha, a = b = 20.3166 Ha^2
 N = 2000, pi/M = 1.570011e-03 rad, products per direction 1000
 mu0,mu1,mu2 = 12.28078, -5.68975, -4.73154 ; max moment error 7.9e-12
 integral of S = 12.280785 ; sum f = 12.280785
line 0.22999 Ha = 6.258 eV, f = 1.3431, 4s-4p(up) 0.52, 4s-4p(dn) 0.35
  h = 3.1851 Ha/rad, sigma = 0.005001 Ha
  FWHM formula 0.011891 Ha = 0.3236 eV, measured 0.011891 Ha
  S = 108.858 1/Ha (isolated 108.856), cross section 15.680 bohr^2
line 0.30193 Ha = 8.216 eV, f = 0.8944, 3d-4p(up) 0.87, 4s-4p(dn) 0.08
  h = 3.1836 Ha/rad, sigma = 0.004998 Ha
  FWHM formula 0.011886 Ha = 0.3234 eV, measured 0.011886 Ha
  S = 72.520 1/Ha (isolated 72.519), cross section 10.446 bohr^2
line 1.85228 Ha = 50.403 eV, f = 1.1775, 3p-3d(dn) 0.96, 3d-4f(up) 0.02
  h = 3.0497 Ha/rad, sigma = 0.004788 Ha
  FWHM formula 0.011386 Ha = 0.3098 eV, measured 0.011386 Ha
  S = 99.666 1/Ha (isolated 99.666), cross section 14.356 bohr^2
lowest bright line: x = -0.997396, M(pi-theta) = 144.4
  rms in w 0.004993 Ha ; sigma_lambda 0.002407 Ha^2 ; sigma_lambda/2w 0.005233 Ha
  N for FWHM 0.1 eV (0.003675 Ha), frozen core: 6474
  N for FWHM 0.1 eV (0.003675 Ha), all electrons: 242083
padding lo = -0.1016 Ha^2 at 0.22999 Ha: FWHM measured 0.020300, formula 0.020321 Ha
  widening measured 1.707, sqrt(1+p/w^2) = 1.709
strongest valence line with core unfrozen: 0.22997 Ha
\end{verbatim}
